\section*{The Sauerbrey Frequency Shift from Added Quartz Thickness}

\section{From a frequency record to deposited mass}

A quartz crystal in a deposition or etching reactor returns a frequency after each cycle, and the analysis must turn it into mass per area. One has to decide whether a constant conversion factor is enough, or whether the film must be treated as a second elastic layer, with a stiffness that must then be known. The constant factor follows from replacing the film by quartz of the same areal mass. The derivation below gives the factor, and shows how the error of the replacement depends on the load and on the film's impedance.

\subsection{Model and conventions}

The plate has thickness $d$, mass density $\rho$ and shear stiffness $\mu$. It is laterally uniform and vibrates in thickness shear: the displacement $u(z,t)$ lies in the plane of the plate and depends on the depth $z$ alone. Both faces are free of traction. The film is uniform, lossless and firmly bonded to one face, with thickness $d_f$, density $\rho_f$, shear stiffness $\mu_f$ and areal mass $m=\rho_f d_f$. Shear speeds and impedances are
\begin{equation}
v=\sqrt{\mu/\rho},\quad Z=\rho v=\sqrt{\rho\mu},\quad
v_f=\sqrt{\mu_f/\rho_f},\quad Z_f=\rho_f v_f .
\label{eq:defs}
\end{equation}
Piezoelectric stiffening, electrodes, lateral modes, film stress and gas damping are left out. Temperature is held fixed, since a change in $d$, $\rho$ or $\mu$ would move the frequency without any deposit.

The algebra uses atomic units, $\hbar=m_e=e=1$. A vibrational quantum then equals the angular frequency, $\varepsilon=\omega=2\pi f$. The wave problem is classical; $\varepsilon$ serves as a measure of frequency. Numbers are given in eV and \AA, with densities and areal masses multiplied by $c^2$.

\section{The bare plate}

Newton's law for a thin slice equates its mass times acceleration to the difference of the shear tractions $\mu\,\partial u/\partial z$ on its two sides:
\begin{equation}
\rho\,\frac{\partial^2u}{\partial t^2}
=\mu\,\frac{\partial^2u}{\partial z^2}.
\label{eq:wave}
\end{equation}
For $u(z,t)=u(z)\cos\omega t$ this becomes $u''=-k^2u$ with $k=\omega/v$. The free face at $z=0$ requires $u'(0)=0$, which selects $u=A\cos kz$. The free face at $z=d$ requires $\sin kd=0$, so $kd=n\pi$. The value $n=0$ is a rigid translation. The vibrations have
\begin{equation}
\varepsilon_n=n\varepsilon_0,\qquad
\varepsilon_0=\frac{\pi v}{d},\qquad f_0=\frac{v}{2d},
\qquad n=1,2,\ldots
\label{eq:bare}
\end{equation}
In the fundamental, $n=1$, the plate is half a wavelength thick and each face is an antinode.

\section{The film as added quartz}

A quartz layer with the film's areal mass has thickness $\delta d=m/\rho$. Define the load as the ratio of film mass to plate mass,
\begin{equation}
a=\frac{m}{\rho d}=\frac{\delta d}{d}.
\label{eq:load}
\end{equation}
Replacing $d$ by $d+\delta d=d(1+a)$ in \eqref{eq:bare} gives
\begin{equation}
\varepsilon=\frac{\pi v}{d(1+a)}=\frac{\varepsilon_0}{1+a},
\qquad
\frac{\Delta\varepsilon}{\varepsilon_0}
=\frac{1}{1+a}-1=-\frac{a}{1+a}.
\label{eq:added}
\end{equation}
The shift is negative because a thicker plate holds a longer half wave. For $a\ll1$ the denominator can be set to one, with a relative error of order $a$:
\begin{equation}
\Delta\varepsilon=-\varepsilon_0 a=-\frac{\varepsilon_0m}{\rho d}.
\label{eq:first}
\end{equation}
Equation \eqref{eq:bare} gives $1/d=\varepsilon_0/(\pi v)$. Inserting this and $\rho v=Z$ leads to
\begin{equation}
\Delta\varepsilon=-\frac{\varepsilon_0^2\,m}{\pi Z}.
\label{eq:sauerE}
\end{equation}
To pass to ordinary frequency, put $\varepsilon_0=2\pi f_0$ and $\Delta\varepsilon=2\pi\Delta f$. The right side acquires $4\pi^2/\pi=4\pi$, and division by $2\pi$ leaves a factor of two:
\begin{equation}
\boxed{\;\Delta f=-\frac{2f_0^2\,m}{Z}
=-\frac{2f_0^2\,m}{\sqrt{\rho\mu}}\;}
\label{eq:sauer}
\end{equation}
This is the Sauerbrey relation.

The two powers of $f_0$ have separate origins. One converts a fractional shift into an absolute one. The other enters because a plate of higher frequency is thinner, so that a given $m$ is a larger fraction of its mass. The quadratic law therefore compares plates of the same material and different thickness, carrying the same areal mass.

\subsection{Heavier loads and etching}

Within the added-quartz model the small-load step can be avoided. From \eqref{eq:added}, $f=f_0/(1+a)$, hence $a=(f_0-f)/f$. Since $\rho d=\rho v/(2f_0)=Z/(2f_0)$,
\begin{equation}
m=\rho d\,a=\frac{Z}{2f_0}\,\frac{f_0-f}{f}.
\label{eq:invert}
\end{equation}
The response to a further small change of mass follows by differentiating $f=f_0/(1+a)$, with $da/dm=1/(\rho d)=2f_0/Z$:
\begin{equation}
\frac{df}{dm}=-\frac{f_0}{(1+a)^2}\,\frac{2f_0}{Z}
=-\frac{2f^2}{Z}.
\label{eq:local}
\end{equation}
The present frequency $f$ takes the place of $f_0$, so in this model a loaded crystal responds less to each new cycle. A soft film can reverse the trend at larger loads, through the negative cubic term found in \eqref{eq:series} below. Etching has $dm<0$ and raises the frequency by the same rule.

\section{Why the film's stiffness drops out}

The replacement gave the film the elastic properties of quartz, which it does not have. An energy estimate shows why this does no harm at first order. For a standing wave, equality of the maximum strain and kinetic energies gives
\begin{equation}
\omega^2=\frac{\int\mu\,(u')^2\,dz}{\int\rho\,u^2\,dz},
\label{eq:rayleigh}
\end{equation}
with the integrals taken over plate and film. This quotient is stationary about a true mode, so the first-order effect of a film can be found with the unperturbed shape $u=\cos(\pi z/d)$ in the plate. Let the film follow the face as a rigid body, with $u^2=1$. It then has no strain energy and adds $m$ to the denominator. The averages of $\sin^2$ and $\cos^2$ over the plate are both one half, so
\begin{equation}
\omega^2=\frac{\mu(\pi/d)^2\,d/2}{\rho d/2+m}
=\frac{\omega_0^2}{1+2a},
\qquad
\frac{\omega}{\omega_0}=1-a+O(a^2).
\label{eq:energy}
\end{equation}
Mass at an antinode counts twice as much as the same mass spread over the plate, and the square root halves the effect. The result is \eqref{eq:first}.

The back face is also an antinode. Thin films of areal mass $m_1$ and $m_2$ on the two faces add $m_1+m_2$ to the denominator of \eqref{eq:energy}. If precursor reaches the back of the crystal, $m$ in \eqref{eq:sauer} is the sum over both faces.

The film does shear slightly. Let $y$ be the distance from its outer free face. The film displacement is $B\cos k_fy$, with $k_f=\omega/v_f$, and the film thickness corresponds to the shear phase
\begin{equation}
\varphi=k_fd_f=\frac{\omega d_f}{v_f}.
\label{eq:phase}
\end{equation}
Because $\mu_fk_f^2=\rho_f\omega^2$, the prefactors of the two energies cancel, and their ratio in the film is
\begin{equation}
\frac{E_{\rm strain}}{E_{\rm kin}}
=\frac{\int_0^{d_f}\sin^2k_fy\,dy}{\int_0^{d_f}\cos^2k_fy\,dy}
=\frac{\varphi-\sin\varphi\cos\varphi}
{\varphi+\sin\varphi\cos\varphi}.
\label{eq:ratio}
\end{equation}
For small phase, $\sin\varphi\cos\varphi=\tfrac12\sin2\varphi
\simeq\varphi-\tfrac23\varphi^3$. The numerator is $\tfrac23\varphi^3$ and the denominator $2\varphi$, so the ratio tends to $\varphi^2/3$. A film is ``rigid'' in the sense needed here when $\varphi\ll1$. A finite stiffness suffices if the film is thin enough.

\section{The two-layer resonator}

The size of the error requires the full wave solution. With the film on the face $z=d$, the fields that satisfy the free outer faces are
\begin{align}
u&=A\cos kz, & 0&<z<d,\nonumber\\
u&=B\cos[k_f(d+d_f-z)], & d&<z<d+d_f .
\label{eq:fields}
\end{align}
Firm bonding makes the displacement continuous at $z=d$, and balance of forces makes the traction continuous:
\begin{align}
A\cos kd&=B\cos\varphi,\label{eq:disp}\\
-\mu kA\sin kd&=\mu_fk_fB\sin\varphi.\label{eq:trac}
\end{align}
The positive sign on the right of \eqref{eq:trac} comes from differentiating a cosine whose argument decreases with $z$. Since $\mu k=\omega\mu/v=\omega Z$ and $\mu_fk_f=\omega Z_f$, elimination of $A$ and $B$ gives
\begin{equation}
Z\sin kd\,\cos\varphi+Z_f\cos kd\,\sin\varphi=0,
\label{eq:product}
\end{equation}
or, where neither cosine vanishes,
\begin{equation}
Z\tan kd+Z_f\tan\varphi=0.
\label{eq:match}
\end{equation}
For small $\varphi$ the film term is
$Z_f\varphi=\rho_fv_f\,\omega d_f/v_f=\omega m$. The film speed cancels, which is the added-mass result in terms of forces.

Now write $\omega=\omega_0(1+\delta)$, so that $\delta=\Delta f/f_0$, and $s=Z/Z_f$. From \eqref{eq:bare}, $kd=\pi(1+\delta)$ and $\tan kd=\tan\pi\delta$. The film phase is
\begin{equation}
\varphi=\frac{\omega m}{Z_f}
=\frac{\pi v}{d}(1+\delta)\frac{a\rho d}{Z_f}
=\pi(1+\delta)as .
\label{eq:phaseas}
\end{equation}
Equation \eqref{eq:match} becomes
\begin{equation}
\tan\pi\delta=-\frac1s\tan[\pi(1+\delta)as].
\label{eq:delta}
\end{equation}

\subsection{First error of the replacement}

Use $\tan x=x+x^3/3+O(x^5)$ on both sides and divide by $\pi$. At fixed $s$, and through third order in $a$,
\begin{equation}
\delta+\frac{\pi^2}{3}\delta^3
=-(1+\delta)a-\frac{\pi^2s^2}{3}a^3 .
\label{eq:expand}
\end{equation}
In the last term $(1+\delta)^3$ was replaced by one, because its correction is of fourth order. Insert $\delta=c_1a+c_2a^2+c_3a^3$ and compare powers:
\begin{align}
a^1:&\quad c_1=-1,\nonumber\\
a^2:&\quad c_2=-c_1=1,\nonumber\\
a^3:&\quad c_3+\frac{\pi^2}{3}c_1^3=-c_2-\frac{\pi^2s^2}{3}.
\label{eq:orders}
\end{align}
With $c_1^3=-1$ the last line yields
\begin{equation}
\delta=-a+a^2+\Bigl[-1+\frac{\pi^2}{3}(1-s^2)\Bigr]a^3+O(a^4).
\label{eq:series}
\end{equation}
The added-quartz result \eqref{eq:added} expands as $-a+a^2-a^3+\cdots$. The two agree through second order for any fixed nonzero film stiffness, and their difference begins with
\begin{equation}
\delta-\Bigl(-\frac{a}{1+a}\Bigr)
=\frac{\pi^2}{3}\Bigl(1-\frac{Z^2}{Z_f^2}\Bigr)a^3+O(a^4).
\label{eq:error}
\end{equation}

Two limits help in reading this. For matched impedances, $s=1$, the fundamental branch of \eqref{eq:delta} has $\delta=-(1+\delta)a$, hence $\delta=-a/(1+a)$ at any load: the wave crosses the interface without reflection. For an infinitely stiff film, $s\to0$, the difference is $+\pi^2a^3/3$. Even perfect rigidity is therefore not the same as added quartz once third order matters.

A film soft enough that $Z_f<Z$ has $s>1$, and \eqref{eq:error} is then negative: the frequency falls further than the replacement predicts. The expansion needs $\pi as\ll1$ as well as $a\ll1$, so a light film can violate it if it is soft enough. At $\varphi=\pi/2$, \eqref{eq:product} forces $\cos kd=0$. The interface is then a node, and the picture of a mass carried by an antinode has broken down.

\subsection{Overtones}

For mode $n$ write $\omega=n\omega_0(1+\delta_n)$. Then $kd=n\pi(1+\delta_n)$, and \eqref{eq:delta} holds with $\pi$ replaced by $n\pi$. Its first-order solution is again $\delta_n=-a$, so
\begin{equation}
\Delta f_n=-nf_0a=n\,\Delta f_1=-\frac{2f_0f_n\,m}{Z}.
\label{eq:overtone}
\end{equation}
The square in \eqref{eq:sauer} belongs to the fundamental. On one plate the absolute shift grows linearly with the mode number $n$, as long as both $n\pi a$ and the film phase $n\pi as$ remain small. On a real crystal the electrodes on the two faces couple to a mode through $u(d)-u(0)=A[(-1)^n-1]$, which vanishes for even $n$, so only the odd modes $n=1,3,5,\ldots$ are driven. The piezoelectric coupling left out here also moves the resonances slightly off integer multiples: for a squared coupling of about 0.008, as in AT-cut quartz, and shorted electrodes, $f_3/f_1$ is about 3.008, while the ratio of the shifts stays at 3.000.

\section{A deposit of one hundred cycles}

Take round model values of quartz-like size: $\rho c^2=1.5\times10^9$ eV/\AA$^3$, $\mu=0.18$ eV/\AA$^3$ and $d=2.8\times10^6$ \AA. The model film has $\rho_fc^2=3\times10^9$ eV/\AA$^3$ and $\mu_f=0.30$ eV/\AA$^3$. It grows by 1 \AA\ per cycle for 100 cycles.

With $M=mc^2$ and $Y=Zc=\sqrt{\rho c^2\mu}$, one has $m/Z=M/(cY)$. Restoring $\hbar$ in \eqref{eq:sauerE} gives the form for numbers,
\begin{equation}
\Delta\varepsilon=-\frac{\varepsilon_0^2M}{\pi\hbar c\,Y}.
\label{eq:numeric}
\end{equation}
The speed ratio is $v/c=\sqrt{0.18/(1.5\times10^9)}=1.0954\times10^{-5}$, so
\begin{equation}
\varepsilon_0=\frac{\pi(1973.27)(1.0954\times10^{-5})}
{2.8\times10^6}\ {\rm eV}=2.4253\times10^{-8}\ {\rm eV},
\label{eq:e0num}
\end{equation}
or $f_0=5.864$ MHz. The areal mass is $M=(3\times10^9)(100)=3\times10^{11}$ eV/\AA$^2$, equivalent to 5348 ng/cm$^2$. The corresponding quartz thickness is $M/(\rho c^2)=200$ \AA, twice the film thickness because the film is twice as dense. The load is $a=200/(2.8\times10^6)=7.14\times10^{-5}$.

With $Y=1.6432\times10^4$ eV/\AA$^3$,
\begin{equation}
\Delta\varepsilon=-\frac{(2.4253\times10^{-8})^2(3\times10^{11})}
{\pi(1973.27)(1.6432\times10^4)}\ {\rm eV}
=-1.7324\times10^{-12}\ {\rm eV}.
\label{eq:shiftnum}
\end{equation}
This is $-418.9$ Hz, or $-4.19$ Hz per cycle. Each hertz of decrease represents 12.77 ng/cm$^2$. The full two-layer shift is $-1.73225\times10^{-12}$ eV. The linear value is larger in magnitude by about 7 parts in $10^5$, the relative error of order $a$ expected from \eqref{eq:added}. Here the constant factor is ample, and no film stiffness is needed.

\subsection{Check of the powers}

The layered plate was also diagonalized variationally from its kinetic and strain energies, without use of \eqref{eq:match}. With a film of 4000 \AA\ on plates of $1.4$, $2.8$ and $5.6\times10^6$ \AA, the quantum falls by $2.756\times10^{-10}$, $6.910\times10^{-11}$ and $1.730\times10^{-11}$ eV. Each halving of $\varepsilon_0$ reduces the shift nearly fourfold, and the fitted power is 1.9969. The small deficit follows from \eqref{eq:added}: the shift varies as $\varepsilon_0^2/(1+a)$, and $a$ itself rises with $\varepsilon_0$. The same saturation lowers the power of areal mass to 0.996. The shift of the $n=3$ mode is 2.9996 times that of the fundamental, in accord with \eqref{eq:overtone}.

\subsection{A thick deposit}

Let the film grow to $10^5$ \AA, so that $a=0.0714$, and compare $\mu_f=0.30$ with a soft value of $0.01$ eV/\AA$^3$. The fractional shifts are as follows.

\begin{center}
\begin{tabular}{lcc}
 & stiff film & soft film\\
linear law, $-a$ & $-0.0714$ & $-0.0714$\\
added quartz, $-a/(1+a)$ & $-0.0667$ & $-0.0667$\\
two-layer result & $-0.0660$ & $-0.0748$
\end{tabular}
\end{center}

For the stiff film the linear law overstates the magnitude of the two-layer shift by 8\%, and added quartz reduces the error to 1\%. The film phase is 0.115 rad, and the film's strain energy is 0.44\% of its kinetic energy, as $\varphi^2/3$ predicts. Equation \eqref{eq:invert} is then a useful correction. At this load it needs no precise value of the film stiffness, only the assurance that $Z_f$ is not well below $Z$. By \eqref{eq:error} its relative error grows at first as $a^2$, so heavier loads demand more knowledge of the film.

For the soft film the phase is 0.623 rad and the energy ratio reaches 13.6\%. Added quartz now understates the magnitude by 11\%, while the linear law understates it by 4.5\%. The better figure of the cruder law is a partial cancellation: it omits both the positive $a^2$ term of \eqref{eq:series} and a negative cubic term. It is no reason to prefer the linear law for soft films.

The coefficient of $a^3$ in \eqref{eq:error} is 2.303 for the stiff film and $-26.32$ for the soft one. Extrapolation of the diagonalized shifts to small load gives 2.297 and $-26.00$. At $a=0.0714$ the cubic term alone overestimates the magnitude of the actual difference from added quartz, by about a third for the stiff film and a fifth for the soft one, so higher orders already count. At such loads \eqref{eq:product} should be solved directly, with a measured or bounded film stiffness, provided the film has little loss. A soft film with appreciable viscous loss needs a complex stiffness, which this lossless model leaves out. The numerical output gives the values to more digits.

\section*{Calculated quantities}
\begin{verbatim}
PLATE AND THIN DEPOSIT
plate density times c^2        1.500e+09 eV/A^3
plate shear stiffness          0.180 eV/A^3
plate thickness                2.800e+06 A
plate impedance times c, Y     1.64317e+04 eV/A^3
plate shear speed over c       1.09545e-05
hbar c                         1973.2698 eV A
fundamental quantum            2.425319e-08 eV
fundamental frequency          5.864396e+06 Hz
film density times c^2         3.000e+09 eV/A^3
film shear stiffness           0.300 eV/A^3
growth per cycle               1.00 A
number of cycles               100
film thickness                 100.0 A
areal mass times c^2           3.0000e+11 eV/A^2
areal mass                     5347.99 ng/cm^2
equivalent quartz thickness    200.00 A
load a                         7.14286e-05
linear shift                   -1.732371e-12 eV
added-quartz shift             -1.732247e-12 eV
full two-layer shift           -1.732247e-12 eV
linear shift, frequency        -418.885 Hz
linear shift per cycle         -1.73237e-14 eV
linear shift per cycle, freq.  -4.1889 Hz
mass per unit frequency drop   12.767 ng/cm^2/Hz
POWER LAWS FROM DIAGONALIZATION
test film thickness            4000.0 A
plate 1.4e+06 A: quantum 4.85064e-08 eV, drop 2.7558e-10 eV
plate 2.8e+06 A: quantum 2.42532e-08 eV, drop 6.9096e-11 eV
plate 5.6e+06 A: quantum 1.21266e-08 eV, drop 1.7299e-11 eV
power of fundamental           1.9969
power of areal mass            0.9958
shift ratio, n=3 to n=1        2.9996
THICK DEPOSIT, FRACTIONAL SHIFTS
film thickness                 1.00e+05 A
soft-film shear stiffness      0.010 eV/A^3
load a                         0.071429
linear law                     -0.071429
added quartz                   -0.066667
stiff film, full shift         -0.066042
stiff film, shear phase        0.11479 rad
stiff film, strain/kinetic     0.00440
stiff film, cubic error coeff. 2.297 numeric, 2.303 formula
soft film, full shift         -0.074797
soft film, shear phase        0.62285 rad
soft film, strain/kinetic     0.13590
soft film, cubic error coeff. -25.996 numeric, -26.319 formula
\end{verbatim}
